# Ripple Instability of a Stressed Surface: Critical Wavelength and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The threshold from the energy

### The decision that depends on it

Before a stressed surface is simulated, someone has to choose the lateral length $L$ of the periodic cell. For ripples running along its edge, such a cell admits only the wavelengths $L, L/2, L/3,\dots$; in a square cell, oblique ripples are no longer than $L$ either. If a flat stressed surface is unstable only to ripples longer than some $\lambda_c$, a cell with $L<\lambda_c$ will report a flat surface that is stable against small ripples, whatever the solver does. For the metal film worked out in Part 2, $\lambda_c$ is about 830 nm, far beyond the slab of a first-principles calculation. A first-principles calculation then has a different task: it supplies the surface energy, the elastic constants and the stress, and a continuum formula turns them into a verdict on stability.

That formula, the Asaro-Tiller-Grinfeld threshold, is

$$
\lambda_c=\frac{\pi\gamma E}{(1-\nu^2)\,\sigma^2}. \tag{1}
$$

Here $E$ is Young's modulus, $\nu$ Poisson's ratio, $\gamma$ the surface energy per area and $\sigma$ the stress in the surface along the direction of the ripple. Ripples with $\lambda>\lambda_c$ lower the energy and shorter ones raise it.

### Assumptions and conventions

The solid fills $y<h(x)$ and vacuum lies above it. The $x$ axis runs along the ripple's wavevector, $y$ points out of the solid and $z$ runs along the ridges. Tension is positive. The trial surface is

$$
h(x)=a\cos kx,\qquad k=2\pi/\lambda,\qquad ka\ll1 .
$$

Its mean is zero, so the volume of the solid is unchanged. Angle brackets denote the average over one period in $x$, and all energies are per unit area of the flat surface.

The solid is linear-elastic, isotropic and much deeper than $\lambda$. Before rippling it carries a uniform stress with $\sigma_{xx}=\sigma$, some value of $\sigma_{zz}$, and no other component. The mean strain is held fixed while the ripple forms. The extra displacement $\mathbf u$ caused by the ripple is therefore periodic in $x$, and it dies out in the depth.

"Plane strain" refers to this extra displacement: $u_z=0$ and nothing varies along $z$. It places no condition on the prior stress. A bar pulled along $x$ with $\sigma_{zz}=0$, a solid with $\sigma_{zz}=\nu\sigma$ and a film under equal biaxial stress with $\sigma_{zz}=\sigma$ are all covered, and the derivation shows that they share one threshold.

The surface energy is taken as isotropic and independent of strain. Surface stress, gravity, plastic flow and corrections of relative order $\sigma/E$ are left out here; Part 2 estimates several of them. Matter must be able to move, by surface diffusion for example, or the surface cannot lower its energy by changing shape.

### Elastic energy to second order

Let $w_0$ be the elastic energy density of the flat state and $\varepsilon_{ij}$ the extra strain. Because the energy density is quadratic in the strain,

$$
w=w_0+\sigma\,\varepsilon_{xx}+w_2(\varepsilon). \tag{2}
$$

The middle term is the prior stress times the extra strain. The stress $\sigma_{zz}$ would enter it as $\sigma_{zz}\varepsilon_{zz}$, but $\varepsilon_{zz}=0$, so it drops out. The last term is the energy density that the extra strain would have in an unstressed solid.

The elastic energy of the rippled solid minus that of the flat one is

$$
\Delta U=\langle w_0h\rangle
+\sigma\Big\langle\int_{-\infty}^{h}\partial_xu_x\,dy\Big\rangle
+\Big\langle\int_{-\infty}^{h}w_2\,dy\Big\rangle. \tag{3}
$$

The first term vanishes because $\langle h\rangle=0$. For the second, differentiate an integral whose upper limit depends on $x$:

$$
\frac{d}{dx}\int_{-\infty}^{h}u_x\,dy
=h'\,u_x(x,h)+\int_{-\infty}^{h}\partial_xu_x\,dy .
$$

The left side is the derivative of a periodic function, so its average is zero. Hence

$$
\sigma\Big\langle\int_{-\infty}^{h}\partial_xu_x\,dy\Big\rangle
=-\sigma\langle h'\,u_x(x,h)\rangle .
$$

The displacement is itself of order $a$. To order $a^2$ we may therefore evaluate $u_x$ at $y=0$ and end the integral of $w_2$ at $y=0$. With $Q[\mathbf u]=\langle\int_{-\infty}^0w_2\,dy\rangle$,

$$
\Delta U=Q[\mathbf u]-\langle t\,u_x(x,0)\rangle,\qquad t=\sigma h'. \tag{4}
$$

This is the energy of a flat, initially unstressed half-space loaded by a shear traction $t$ on its surface. The load has a direct meaning. The rippled surface has a normal proportional to $(-h',1)$, on which the prior stress alone would leave a force $-\sigma h'$ along $x$. A free surface carries no force, so the extra stress must supply $+\sigma h'$.

At mechanical equilibrium $\mathbf u$ minimizes (4). Write $W=\langle t\,u_x\rangle$ for the minimizing field and scale that field by a number $s$. The energy becomes $s^2Q-sW$, because $Q$ is quadratic. It must be stationary at $s=1$, so $2Q=W$ and

$$
\Delta U=-\tfrac12\langle t\,u_x(x,0)\rangle. \tag{5}
$$

Half of the load's work is stored in the extra strain field. The other half is the net release.

### Response of the half-space

Let $\tau_{ij}$ be the extra stress. It must be in equilibrium, vanish in the depth, and satisfy at $y=0$

$$
\tau_{xy}=\sigma h'=-\sigma ka\sin kx,\qquad \tau_{yy}=0. \tag{6}
$$

Stresses derived from an Airy function $\phi$ by

$$
\tau_{xx}=\partial_y^2\phi,\qquad \tau_{yy}=\partial_x^2\phi,\qquad \tau_{xy}=-\partial_x\partial_y\phi
$$

satisfy both equilibrium equations identically. Take $\phi=B\,y\,e^{ky}\cos kx$. Differentiation gives

$$
\begin{aligned}
\tau_{xx}&=Bk(2+ky)e^{ky}\cos kx,\\
\tau_{yy}&=-Bk^2y\,e^{ky}\cos kx,\\
\tau_{xy}&=Bk(1+ky)e^{ky}\sin kx .
\end{aligned} \tag{7}
$$

At $y=0$ the normal stress is zero, and the shear stress is $Bk\sin kx$. Comparison with (6) gives $B=-\sigma a$.

It remains to show that a displacement belongs to these stresses. With $\varepsilon_{zz}=0$, Hooke's law gives $\tau_{zz}=\nu(\tau_{xx}+\tau_{yy})$. Inserting this into $E\varepsilon_{xx}=\tau_{xx}-\nu(\tau_{yy}+\tau_{zz})$ yields

$$
\varepsilon_{xx}=\frac{1+\nu}{E}\big[(1-\nu)\tau_{xx}-\nu\tau_{yy}\big],
$$

and $\varepsilon_{yy}$ follows by exchanging $x$ and $y$. With (7),

$$
\begin{aligned}
\partial_xu_x&=\frac{(1+\nu)Bk}{E}\,[2(1-\nu)+ky]\,e^{ky}\cos kx,\\
\partial_yu_y&=-\frac{(1+\nu)Bk}{E}\,[2\nu+ky]\,e^{ky}\cos kx .
\end{aligned}
$$

In the first line the terms in $ky$ add up as $(1-\nu)ky+\nu ky=ky$; in the second as $-(1-\nu)ky-\nu ky=-ky$. Integrate the first line over $x$. For the second, use $\int(2\nu+ky)e^{ky}dy=(2\nu-1+ky)e^{ky}/k$. The result is

$$
\begin{aligned}
u_x&=\frac{(1+\nu)B}{E}\,[2(1-\nu)+ky]\,e^{ky}\sin kx,\\
u_y&=\frac{(1+\nu)B}{E}\,[1-2\nu-ky]\,e^{ky}\cos kx .
\end{aligned} \tag{8}
$$

The shear strain has not yet been used, so it decides whether the solution is valid. From (8),

$$
\partial_yu_x+\partial_xu_y
=\frac{(1+\nu)Bk}{E}\big[2(1-\nu)+ky+1-(1-2\nu-ky)\big]e^{ky}\sin kx .
$$

The bracket equals $2(1+ky)$. The right side is therefore $2(1+\nu)\tau_{xy}/E$, as Hooke's law requires.

At the surface, (8) gives $u_x=2(1-\nu^2)(B/E)\sin kx$. Since $t=Bk\sin kx$,

$$
u_x(x,0)=\frac{2(1-\nu^2)}{Ek}\,t. \tag{9}
$$

The stress along the surface is, to first order in $ka$,

$$
\sigma_{tt}=\sigma+\tau_{xx}(x,0)=\sigma(1-2ka\cos kx). \tag{10}
$$

Tilting the tangent changes this only at second order. The magnitude of the stress falls at the crests, where material can relax sideways, and rises at the troughs. Moving matter from trough to crest takes it from highly strained to less strained places, and this drives the instability.

### The balance

Insert (9) into (5). With $\langle t^2\rangle=\sigma^2k^2a^2/2$,

$$
\Delta U=-\frac12\cdot\frac{2(1-\nu^2)}{Ek}\cdot\frac{\sigma^2k^2a^2}{2}
=-\frac{(1-\nu^2)\sigma^2ka^2}{2E}. \tag{11}
$$

The ripple also lengthens the surface. Expanding the square root for small slope gives the cost

$$
\gamma\Big\langle\sqrt{1+h'^2}-1\Big\rangle
\simeq\frac{\gamma}{2}\langle h'^2\rangle=\frac{\gamma k^2a^2}{4}. \tag{12}
$$

The sum is

$$
\Delta F=\frac{\gamma k a^2}{4}\,(k-k_c),\qquad
k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma}. \tag{13}
$$

It is negative for $k<k_c$, that is for $\lambda>2\pi/k_c$, which is (1).

The powers of $k$ explain why long ripples win. The extra stress is of order $\sigma ka$ and reaches a depth of order $1/k$, so the elastic term scales as $(\sigma ka)^2/(Ek)=\sigma^2ka^2/E$. The surface cost scales as $k^2a^2$ and fades faster as $k\to0$. An ideal half-space under any nonzero stress is therefore unstable at some wavelength. The sign of $\sigma$ does not matter, because the load and the response to it both change sign.

A general small profile depending on $x$ is a sum of such ripples. The response is linear, and products of waves with different $k$ average to zero. The energies (13) then add, and no combination of ripples shorter than $\lambda_c$ can lower the energy at this order.

### A numerical test of the threshold

The expansion can be bypassed by solving the solid under a rippled surface of finite amplitude, with its true traction-free boundary, and integrating the energy density over the volume. For $\nu=0.2934$ and $ka=0.02$ this gives $-1.8272\times10^{-4}$ in units of $\sigma^2/(Ek)$. Equation (11) gives $-(1-\nu^2)(0.02)^2/2=-1.8278\times10^{-4}$.

Extrapolating the energy balance from $ka=0.02$ and $0.04$ to zero amplitude, with the parameters of Part 2, puts the threshold at 830.8 nm. It does so for each of $\sigma_{zz}=0$, $\nu\sigma$ and $\sigma$. Formula (1) gives 830.8 nm as well.

### Stress or strain as the input

Film calculations often hold the strain fixed rather than the stress. For a bar strained by $\varepsilon$ along $x$ and free sideways, $\sigma=E\varepsilon$. For a film strained equally in both directions, $\sigma=E\varepsilon/(1-\nu)$. Substitution in (1) gives

$$
\lambda_c^{\rm bar}=\frac{\pi\gamma}{(1-\nu^2)E\varepsilon^2},\qquad
\lambda_c^{\rm film}=\frac{\pi\gamma(1-\nu)}{(1+\nu)E\varepsilon^2}. \tag{14}
$$

The second form uses $(1-\nu)^2/(1-\nu^2)=(1-\nu)/(1+\nu)$. The modulus has changed sides: at fixed stress a stiffer solid has a longer threshold, at fixed strain a shorter one. An error in a computed $E$ therefore acts in opposite directions in the two uses. In both, a small relative error in $\sigma$ or $\varepsilon$ counts twice.

An epitaxial film is stressed while its thick substrate may not be. Suppose the two have the same elastic constants and the troughs stay inside the film. The prior stress is then a function $\sigma(y)$ that equals $\sigma$ throughout the rippled region. Below that region, $\langle\sigma(y)\,\partial_xu_x\rangle=0$ at each depth by periodicity. The load in (4) is unchanged, and so is (1). A substrate with different elastic constants does change the result.

## Part 2. Driving force, growth and a worked film

### Symbols and results carried over

A solid with Young's modulus $E$, Poisson's ratio $\nu$ and surface energy $\gamma$ carries a stress $\sigma$ along $x$. Its surface is $h=a\cos kx$, with $y$ the outward normal and $z$ along the ridges. A surface traction $t=\sigma h'$ represents the ripple, the surface moves by $u_x=2(1-\nu^2)t/(Ek)$, and the elastic energy changes by $-\frac12\langle t\,u_x\rangle$. The stress along the surface is $\sigma_{tt}=\sigma(1-2ka\cos kx)$. The total energy change per area is

$$
\Delta F=\frac{\gamma ka^2}{4}(k-k_c),\qquad
k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma},\qquad \lambda_c=\frac{2\pi}{k_c}.
$$

### The local driving force

A code that moves a surface needs a local quantity: the energy gained or lost when a little volume is added at a point. Let the profile change by $\delta h$. The displacement field adjusts too, but at equilibrium that adjustment does not change the energy at first order. What remains is the energy density of the added layer, so $\delta U=\langle w_s\,\delta h\rangle$, where $w_s$ is the elastic energy density at the surface. For the surface energy, integration by parts gives

$$
\delta\Big\langle\gamma\sqrt{1+h'^2}\Big\rangle
=\Big\langle\frac{\gamma h'\,\delta h'}{\sqrt{1+h'^2}}\Big\rangle
=\langle\gamma\kappa\,\delta h\rangle,\qquad
\kappa=-\frac{h''}{(1+h'^2)^{3/2}} .
$$

The curvature $\kappa$ is positive at a crest. The energy per added volume is

$$
m=\gamma\kappa+w_s, \tag{15}
$$

which is the chemical potential divided by the atomic volume, up to a constant.

A free surface carries only the stresses $\sigma_{tt}$ and $\sigma_{zz}$. The strain $\varepsilon_{zz}$ keeps its prior value, so $\sigma_{zz}=\nu\sigma_{tt}+E\varepsilon_{zz}$. Inserting this into the energy density,

$$
w_s=\frac{\sigma_{tt}^2+\sigma_{zz}^2-2\nu\sigma_{tt}\sigma_{zz}}{2E}
=\frac{(1-\nu^2)\sigma_{tt}^2+E^2\varepsilon_{zz}^2}{2E}. \tag{16}
$$

The cross terms $+2\nu E\sigma_{tt}\varepsilon_{zz}$ and $-2\nu E\sigma_{tt}\varepsilon_{zz}$ cancel. The prior strain along $z$ adds the same constant everywhere and cannot drive transport. This is a second proof that $\sigma_{zz}$ has no effect on the threshold.

To first order $\sigma_{tt}^2=\sigma^2(1-4ka\cos kx)$ and $\kappa=k^2h$, so

$$
m-m_0=\Big[\gamma k^2-\frac{2(1-\nu^2)\sigma^2k}{E}\Big]h=\gamma k(k-k_c)\,h. \tag{17}
$$

For $k<k_c$ the crests have the lower chemical potential and matter flows towards them.

The rule $\delta U=\langle w_s\,\delta h\rangle$ does not need small slopes. At $ka=0.2$ and $\nu=0.2934$, differentiating the volume energy with respect to $a$ gives $-0.172493\,\sigma^2/E$, and the average of $w_s\cos kx$ gives the same number. The same comparison is a useful test for any code that evolves a stressed surface. The leading-order value, $-(1-\nu^2)ka=-0.183$, is about 6% larger in magnitude, so at this slope the small-amplitude formula has begun to fail.

The energy balance and the local driving force both show that ripples along the stress grow only if they are longer than $\lambda_c$, whatever the prior stress along the ridges. What remains is to treat oblique ripples and growth by surface diffusion, work through a molybdenum film, estimate the neglected effects and apply the result to the choice of simulation cell.
